\section*{Does a small polaron hop over a quarter of its reorganization energy?}

\section{Where the quarter comes from}

\textbf{Q:} I am estimating how fast a trapped hole moves between two oxygen sites in an amorphous oxide. I have the reorganization energy $\lambda$, so the barrier is $\lambda/4$. A small polaron carries its distortion with it, and the geometry of two parabolas fixes the rest. What more is there to know?

\textbf{A:} Let us write the parabolas down and see what they assume. Take one carrier on two equivalent sites. The lattice near site $i$ lowers the carrier energy there by $u_i$, at an elastic cost $u_i^2/(2\lambda)$. With occupations $n_1+n_2=1$ and no electronic coupling yet, the energy is
\begin{equation}
E=\sum_{i=1}^{2}\left(\frac{u_i^2}{2\lambda}-u_i n_i\right).
\label{eq:lattice}
\end{equation}
Setting $\partial E/\partial u_i=0$ gives $u_i=\lambda n_i$, so a carrier localized on one site gains $\lambda/2$. If it is moved to site 2 while the lattice stays at $u_1=\lambda$, $u_2=0$, the energy is $+\lambda/2$. Relaxation then brings it to $-\lambda/2$. The energy released is $\lambda$, which is what the name reorganization energy means.

Now put $s=u_1+u_2$ and $\lambda y=u_2-u_1$. Equation (\ref{eq:lattice}) becomes
\begin{equation}
E=\frac{s^2+\lambda^2y^2}{4\lambda}-\frac{s}{2}-\frac{\lambda y}{2}(n_2-n_1).
\end{equation}
The sum $s$ relaxes to $\lambda$ wherever the carrier is, so it plays no part in the hop. I insert $s=\lambda$ and add $\lambda/2$, so that a relaxed localized state has zero energy. The two diabatic energies, for the carrier held on site 1 or on site 2, are
\begin{equation}
E_1=\frac{\lambda(1+y)^2}{4},\qquad E_2=\frac{\lambda(1-y)^2}{4}.
\label{eq:diabats}
\end{equation}
They have minima at $y=-1$ and $y=+1$ and cross at $y=0$, at height $\lambda/4$.

\textbf{Q:} That is my quarter.

\textbf{A:} It is the height of a crossing between two states that do not interact. The carrier in such a state has no means of leaving its site. Whatever allows it to hop must also act on the energies.

\section{What the coupling does to the crossing}

\textbf{Q:} I thought the coupling went into the prefactor of the rate and the barrier into the exponent.

\textbf{A:} That separation is a limit, and we can find where it holds. Let the coupling have constant magnitude $J>0$. In the basis of the two localized states,
\begin{equation}
H=\begin{pmatrix}E_1&-J\\-J&E_2\end{pmatrix}.
\end{equation}
From (\ref{eq:diabats}), $(E_1+E_2)/2=\lambda(1+y^2)/4$ and $E_1-E_2=\lambda y$. The lower eigenvalue is therefore
\begin{equation}
E_-(y)=\frac{\lambda(1+y^2)}{4}-S,\qquad
S=\sqrt{\frac{\lambda^2y^2}{4}+J^2}.
\label{eq:lower}
\end{equation}
The sign chosen for the coupling does not matter for a pair, because $J$ enters squared. If the nuclei move slowly enough for the carrier to stay in its lower state, $E_-$ is the surface on which the hop takes place.

\textbf{Q:} Then the top drops from $\lambda/4$ to $\lambda/4-J$, and that is the barrier?

\textbf{A:} Nearly. The minima move too. Since $S'=\lambda^2y/(4S)$,
\begin{equation}
\frac{dE_-}{dy}=\frac{\lambda y}{2}-\frac{\lambda^2y}{4S}
=\frac{\lambda y}{2}\left(1-\frac{\lambda}{2S}\right)=0 .
\end{equation}
One solution is $y=0$. The other requires $S=\lambda/2$, which means $\lambda^2y^2/4+J^2=\lambda^2/4$, or
\begin{equation}
y^2=1-\frac{4J^2}{\lambda^2}.
\label{eq:ymin}
\end{equation}
This gives two separate minima when $2J<\lambda$. Their energy, and that of the top, are
\begin{align}
E_{\min}&=\frac{\lambda}{4}\left(2-\frac{4J^2}{\lambda^2}\right)-\frac{\lambda}{2}
=-\frac{J^2}{\lambda},\\
E_-(0)&=\frac{\lambda}{4}-J .
\end{align}
The barrier is the difference,
\begin{equation}
B=\frac{\lambda}{4}-J+\frac{J^2}{\lambda}=\frac{(\lambda-2J)^2}{4\lambda}
\qquad(2J<\lambda).
\label{eq:barrier}
\end{equation}
At the crossing the two localized states are degenerate, so the coupling acts in first order. At the minima they are separated by an energy of order $\lambda$, so it acts in second order. The top therefore falls further than the minima do.

\textbf{Q:} And at $2J=\lambda$ the barrier is zero. Is that real, or has the formula left its range?

\textbf{A:} Look at the curvature. Differentiating $S'$ once more,
\begin{equation}
S''=\frac{\lambda^2}{4S}-\frac{\lambda^4y^2}{16S^3}
=\frac{\lambda^2}{4S^3}\left(S^2-\frac{\lambda^2y^2}{4}\right)
=\frac{\lambda^2J^2}{4S^3}.
\label{eq:spp}
\end{equation}
At $y=0$, where $S=J$, this gives
\begin{equation}
E_-''(0)=\frac{\lambda}{2}-\frac{\lambda^2}{4J}.
\end{equation}
It is negative for $2J<\lambda$, a maximum, and positive for $2J>\lambda$, a minimum. In the second case (\ref{eq:ymin}) has no real solution, so $y=0$ is the one stationary point left. The carrier is shared equally by the two sites, and there is no hop between them to activate. Equation (\ref{eq:barrier}) must not be continued past this point, where its square would grow again.

\section{A pair with numbers}

\textbf{Q:} How large is the effect for a coupling that still leaves a well-localized carrier?

\textbf{A:} Take round model values, $\lambda=1$ eV and $J=0.1$ eV. Then
\begin{equation}
B=0.25-0.10+0.01=0.16\ \mathrm{eV},
\end{equation}
or 15.4 kJ/mol. Diagonalizing the matrix and searching for the minimum numerically gives the same value. For $J=0.01$, 0.2 and 0.4 eV the barriers are 0.240, 0.090 and 0.010 eV. The numerical surface has two minima at $J=0.49\lambda$ and one at $J=0.51\lambda$.

To see how localized the carrier is, differentiate the lower eigenvalue with respect to $E_1$. This gives the occupation of site 1, because $E_1$ multiplies that occupation in the energy:
\begin{equation}
n_1=\frac{\partial E_-}{\partial E_1}
=\frac12-\frac{E_1-E_2}{4S}=\frac12\left(1-\frac{\lambda y}{2S}\right).
\end{equation}
At the left minimum $2S=\lambda$ and $y=-\sqrt{1-4J^2/\lambda^2}=-0.980$, so $n_1=(1+0.980)/2=0.990$. The carrier is 99\% on its home site, yet the barrier is 36\% below $\lambda/4$. Strong localization at the minimum does not protect the quarter rule, because the barrier is decided at the crossing.

\textbf{Q:} Could I avoid the problem by taking $\lambda$ from an optical transition? The coupling would then be included.

\textbf{A:} It would not. The vertical gap between the two eigenvalues is $2S$, and at a localized minimum $S=\lambda/2$. In this model the gap is therefore $\lambda$ for every $2J<\lambda$; the example gives 1.000 eV. The shift of the minimum towards $y=0$ compensates the extra splitting due to $J$. For equivalent sites the gap energy tells you $\lambda$ and nothing about $J$, and a quarter of it overestimates $B$. You need $J$ from other information, such as an electronic-structure calculation, or the intensity of the same band together with the distance between the sites. The intensity gives $J$ in this way only if the two localized states have no direct transition dipole between them.

\section{Which barrier the rate follows}

\textbf{Q:} You assumed that the carrier stays on the lower surface. If it does not, do I get my quarter back?

\textbf{A:} Largely, yes. Let the lattice pass the crossing at speed $v$, so that $E_1-E_2=\lambda vt$. To first order in $J$, the probability of changing site during the passage is
\begin{equation}
g=\frac{J^2}{\hbar^2}\left|\int_{-\infty}^{\infty}
e^{\,i\lambda vt^2/(2\hbar)}dt\right|^2
=\frac{J^2}{\hbar^2}\,\frac{2\pi\hbar}{\lambda v}
=\frac{2\pi J^2}{\hbar\lambda v},
\label{eq:g}
\end{equation}
where the Fresnel integral has squared modulus $2\pi\hbar/(\lambda v)$. Changing site means staying on the lower surface, since that surface changes its character from site 1 to site 2.

For the speed, let $\omega$ be the vibration frequency in a diabatic well and $M$ the mass belonging to $y$. The curvature of (\ref{eq:diabats}) is $\lambda/2=M\omega^2$, so $M=\lambda/(2\omega^2)$. The classical mean speed is
\begin{equation}
\langle|v|\rangle=\sqrt{\frac{2k_BT}{\pi M}}=2\omega\sqrt{\frac{k_BT}{\pi\lambda}},
\end{equation}
and inserting it in (\ref{eq:g}) gives
\begin{equation}
g=\frac{\pi^{3/2}J^2}{\hbar\omega\sqrt{\lambda k_BT}} .
\end{equation}
With $\hbar\omega=0.03$ eV and $T=300$ K, $k_BT=0.02585$ eV and $g=11.5$. A number above one is not a probability; it says that first-order theory has failed and the coupling is strong on the time scale of the passage. Solving the time-dependent two-state equation at this constant speed gives a probability of 0.99999 for following the lower surface. For $J=0.001$ eV, $g$ is $10^4$ times smaller, and the same calculation gives $1.15\times10^{-3}$, in agreement with (\ref{eq:g}).

\textbf{Q:} So for the weak coupling the carrier usually passes the crossing without hopping. What is the rate then?

\textbf{A:} Count the passages, treating them as independent. The thermal probability density of $y$ in well 1, taken at the crossing, is $p(0)=\sqrt{\lambda/(4\pi k_BT)}\,e^{-\lambda/(4k_BT)}$. Passages at speed $|v|$ occur in proportion to $|v|p(0)$, and each succeeds with probability $2\pi J^2/(\hbar\lambda|v|)$. The speed cancels:
\begin{equation}
k_{\mathrm{weak}}=\frac{2\pi J^2}{\hbar\lambda}\,p(0)
=\frac{2\pi J^2}{\hbar}\,\frac{e^{-\lambda/(4k_BT)}}{\sqrt{4\pi\lambda k_BT}} .
\end{equation}
This is the Marcus rate. Here $J$ is in the prefactor and $\lambda/4$ in the exponent, as you expected. Even so, the slope $-d\ln k/d(1/k_BT)$ is $\lambda/4-k_BT/2$, because the prefactor depends on temperature.

\textbf{Q:} And for the strong coupling?

\textbf{A:} Then use classical transition-state theory on $E_-$, which counts each outward passage over the top as a hop and ignores immediate returns. Half the mean speed gives the outward flux:
\begin{equation}
k=\frac{\langle|v|\rangle}{2}\,
\frac{e^{-E_-(0)/k_BT}}{\int_{-\infty}^{0}e^{-E_-(y)/k_BT}dy}.
\label{eq:tst}
\end{equation}
Near the minimum, (\ref{eq:spp}) with $S=\lambda/2$ gives the curvature
\begin{equation}
\kappa=\frac{\lambda}{2}-\frac{2J^2}{\lambda}
=\frac{\lambda}{2}\left(1-\frac{4J^2}{\lambda^2}\right),
\end{equation}
so the well frequency is $\omega_w=\sqrt{\kappa/M}=\omega\sqrt{1-4J^2/\lambda^2}$. For $B\gg k_BT$ the integral is approximately $e^{-E_{\min}/k_BT}\sqrt{2\pi k_BT/\kappa}$. Since $\langle|v|\rangle/2=\sqrt{k_BT/(2\pi M)}$,
\begin{equation}
k\approx\frac{1}{2\pi}\sqrt{\frac{\kappa}{M}}\,e^{-B/k_BT}
=\frac{\omega_w}{2\pi}\,e^{-B/k_BT}.
\end{equation}
In the example $\omega_w=0.980\,\omega$ and $B/k_BT=0.16/0.02585=6.19$, which leads to $k=1.46\times10^{10}$ s$^{-1}$. Integrating (\ref{eq:tst}) over the full well gives $1.45\times10^{10}$ s$^{-1}$, and its Arrhenius slope at 300 K is 0.160 eV. For classical nuclei the temperature dependence therefore follows $B$, not $\lambda/4$. Using $\lambda/4$ with the same prefactor would make the rate too small by $e^{0.09/0.02585}\approx32.5$.

These rates belong to classical nuclei. Here $\hbar\omega$ is slightly larger than $k_BT$, so a quantitative rate would need the quantum motion of the lattice, including tunnelling. This raises both rates and lowers their Arrhenius slopes below the classical values. Many vibrations in oxides have quanta well above 0.03 eV; if such modes carry the distortion, $g$ is smaller and the slope measured at 300 K can lie far below $B$ or $\lambda/4$. Nor should the Arrhenius form be used right up to $2J=\lambda$. At $J=0.4$ eV the barrier of 0.010 eV is already below $k_BT$, and the carrier is not held long enough for separate hops to be well defined.

\section{Disorder and more than two sites}

\textbf{Q:} My oxide is amorphous. Suppose $J$ is so small that I may neglect its effect on the barrier. Is the quarter safe at last?

\textbf{A:} Not if the sites differ. Let site 2 lie higher by $\Delta$, with $|\Delta|<\lambda$. The crossing condition $E_1=E_2+\Delta$ gives $\lambda y=\Delta$, and the height above the relaxed state on site 1 is
\begin{equation}
E_1\!\left(\frac{\Delta}{\lambda}\right)=\frac{\lambda}{4}\left(1+\frac{\Delta}{\lambda}\right)^2
=\frac{(\lambda+\Delta)^2}{4\lambda}.
\end{equation}
For $\Delta=0.1$ eV this is 0.3025 eV uphill. The return hop starts 0.1 eV higher and needs 0.2025 eV. The quarter follows when the sites are equivalent and the coupling vanishes. Otherwise an uphill offset and the coupling may happen to compensate, but the return hop then has a different barrier.

\textbf{Q:} And may I use (\ref{eq:barrier}) for a whole network of sites?

\textbf{A:} Not in full. Consider a chain with amplitudes $\psi_i$ and coupling $-J$ between neighbours. Relaxing each $u_i$ to $\lambda\psi_i^2$ leaves
\begin{equation}
E=-2J\sum_i\psi_i\psi_{i+1}-\frac{\lambda}{2}\sum_i\psi_i^4 ,
\end{equation}
measured from the undistorted lattice. In the site-centred state, give each neighbour a small amplitude $c$, so the central occupation is $1-2c^2$. To the order needed,
\begin{equation}
E_{\mathrm{site}}=-\frac{\lambda}{2}-4Jc+2\lambda c^2 .
\end{equation}
The minimum is at $c=J/\lambda$ and equals $-\lambda/2-2J^2/\lambda$.

Halfway through the hop the carrier is centred on a bond. The two inner sites have occupation $1/2-c^2$ each, and the two outer neighbours have amplitude $c$:
\begin{equation}
E_{\mathrm{bond}}=-\frac{\lambda}{4}-J-2\sqrt2\,Jc+(\lambda+2J)c^2 .
\end{equation}
Now $c=\sqrt2J/(\lambda+2J)$, and the last two terms contribute $-2J^2/(\lambda+2J)$. Subtracting,
\begin{align}
B_{\mathrm{chain}}&=\frac{\lambda}{4}-J+\frac{2J^2}{\lambda}-\frac{2J^2}{\lambda+2J}+O(J^4)\nonumber\\
&=\frac{\lambda}{4}-J+\frac{4J^3}{\lambda^2}+O(J^4).
\end{align}
The lowering by $J$ survives, but in the chain the $J^2$ terms cancel: the outer neighbours stabilize the bond-centred state as well. The cancellation is special to two neighbours. If each site has $z$ neighbours and the two inner sites share none, the same steps give a gain of $zJ^2/\lambda$ for the site-centred state and, to leading order, $2(z-1)J^2/\lambda$ for the bond-centred state, so the barrier becomes $\lambda/4-J-(z-2)J^2/\lambda+O(J^3)$. If the inner sites share neighbours, the $J^2$ term also depends on the sign of the coupling.

For 20 sites and the earlier parameters, relaxing all lattice coordinates gives 0.153 eV, against 0.160 eV for the pair. The bond-centred state has one downhill direction, and relaxation from a small displacement along the chain ends in the site-centred state. It is therefore a saddle on a route for the hop; no search was made for a lower one.

\textbf{Q:} Then in a solid I should not use $2J=\lambda$ as the point where the polaron stops hopping.

\textbf{A:} Right. That condition was derived for a pair. In a solid the localized state must also compete with states spread over many sites, and the number of neighbours and the disorder enter. On an ordered cubic network with six neighbours and our parameters, the band bottom lies at $-6J=-0.60$ eV, below the site-centred state at about $-\lambda/2-6J^2/\lambda=-0.56$ eV, so the small polaron is there only metastable. For your two oxygen sites, find $J$ and $\Delta$ as well as $\lambda$, and evaluate $g$ before choosing the rate formula. The two formulas above were derived for $\Delta=0$, one for $g\ll1$ and the other for $g\gg1$; an offset or a $g$ near one needs a more general rate expression. Both also assume harmonic wells of equal curvature, a coupling that does not change with the distortion, and classical nuclei; for real oxygen sites each of these has to be examined. The main values quoted here, and the barriers at further couplings, are in the numerical output.

\section*{Calculated quantities}
\begin{verbatim}
Reorganization energy lambda: 1.000 eV
Electronic coupling J: 0.100 eV
Vibrational quantum hbar*omega: 0.030 eV
Temperature: 300 K; kB*T: 0.02585 eV
One quarter of lambda: 0.2500 eV
Pair barrier from diagonalization:
  J = 0.000 eV: barrier = 0.250000 eV
  J = 0.001 eV: barrier = 0.249001 eV
  J = 0.010 eV: barrier = 0.240100 eV
  J = 0.050 eV: barrier = 0.202500 eV
  J = 0.100 eV: barrier = 0.160000 eV
  J = 0.200 eV: barrier = 0.090000 eV
  J = 0.300 eV: barrier = 0.040000 eV
  J = 0.400 eV: barrier = 0.010000 eV
  J = 0.500 eV: barrier = 0.000000 eV
  J = 0.600 eV: barrier = 0.000000 eV
Number of minima at J = 0.49 lambda: 2
Number of minima at J = 0.51 lambda: 1
Example, position of left minimum y: -0.9798
Example, energy of minimum: -0.0100 eV
Example, energy of barrier top: 0.1500 eV
Example, adiabatic barrier: 0.1600 eV
Example, barrier: 15.44 kJ/mol
Example, curvature at barrier top: -2.000 eV
Example, vertical gap at minimum: 1.0000 eV
Example, charge on home site: 0.9899 e
Example, well frequency / omega: 0.9798
Site offset: 0.100 eV
  uphill crossing height at J = 0: 0.3025 eV
  downhill crossing height at J = 0: 0.2025 eV
First-order crossing number g, J = 0.100 eV: 11.54
  probability to follow lower surface: 0.99999
First-order crossing number g, J = 0.001 eV: 1.154e-03
  probability to follow lower surface: 1.154e-03
Hop rate, quadrature: 1.451e+10 1/s
Hop rate, harmonic-well formula: 1.458e+10 1/s
Arrhenius slope at 300 K: 0.1598 eV
Boltzmann factor ratio, B versus lambda/4: 32.5
Chain length: 20 sites
Chain barrier at J = 0.100 eV: 0.1530 eV
lambda/4 - J: 0.1500 eV
Downhill directions, site-centred state: 0
Downhill directions, bond-centred state: 1
Chain cubic coefficient at J = 0.010 eV: 3.858
\end{verbatim}
